# Inferring electrode screening from the Curie shift of a ferroelectric film

**Question**

I am stuck on this exercise. A ferroelectric film 10 nm thick sits between two short-circuited metal electrodes. Its continuous transition lies 150 K below that of the same material without a depolarizing field, and depolarization is said to be the sole cause. The Curie constant is $1.5\times10^5$ K. I am to find the sum, over the two electrodes, of screening length divided by relative permittivity.

I took the depolarizing field to be $-P/(\varepsilon_0\varepsilon_b)$, with background permittivity $\varepsilon_b=10$. That lowers the transition by $C/\varepsilon_b=15\,000$ K, which is absurd, and the film thickness never appears. Where do the electrodes enter? And once I have the number, may I read it as a property of the metals?

**Answer**

Your field is that of a film with no screening charge at all. Short-circuited metals supply charge that nearly cancels the bound charge $P$ on the film surfaces. The remaining field exists because the screening charge is spread over a small depth inside each metal.

**The field left in the film**

I use SI units. Let $z$ be the film normal, $d$ the thickness, and $P$ the polarization along $z$, for now uniform. $P$ is the part that becomes unstable at the transition; all other polarization is in $\varepsilon_b$, so in the film

$$D=\varepsilon_0\varepsilon_bE+P .$$

Electrode $i$ has relative permittivity $\varepsilon_i$ and screening length $\lambda_i$, defined by $\phi''=\phi/\lambda_i^2$ for the potential measured from its value deep in the metal. The solution decays as $e^{-|z|/\lambda_i}$, with $z$ measured from the interface, and so does the field. There is no free charge at the interface itself, because the screening charge is treated explicitly in the metal. Hence $D$ is continuous, and the field in the metal starts at $D/(\varepsilon_0\varepsilon_i)$. Its integral over the electrode is

$$\int E\,dz=\frac{D\lambda_i}{\varepsilon_0\varepsilon_i}.$$

For a short circuit without built-in bias, the integral of $E$ through both metals and the film vanishes. With $\Lambda=\lambda_1/\varepsilon_1+\lambda_2/\varepsilon_2$,

$$Ed+\frac{D\Lambda}{\varepsilon_0}=0 .$$

Inserting $D$ gives $E(d+\varepsilon_b\Lambda)=-P\Lambda/\varepsilon_0$, or

$$E=-\frac{N P}{\varepsilon_0},\qquad N=\frac{\Lambda}{d+\varepsilon_b\Lambda}.$$

The electrodes may differ, since only the sum $\Lambda$ enters. For $\Lambda\to0$ the field vanishes. For $\Lambda\to\infty$ it becomes your $-P/(\varepsilon_0\varepsilon_b)$.

**The shift of the transition**

In Landau theory, which is a mean-field description, the equation of state is

$$aP+bP^3=E,\qquad a=\frac{T-T_0}{\varepsilon_0C},\qquad b>0 .$$

This fixes the meaning of $C$: at small field above $T_0$, $P=\varepsilon_0CE/(T-T_0)$, so the bulk relative permittivity is $\varepsilon_b+C/(T-T_0)$. $T_0$ is the transition temperature at the same strain with no depolarizing field. In Gaussian units $1/\varepsilon_0$ becomes $4\pi$, while $C$ and $\Lambda$ keep their values.

Substituting the depolarizing field gives

$$\left(a+\frac{N}{\varepsilon_0}\right)P+bP^3=0,\qquad a+\frac{N}{\varepsilon_0}=\frac{T-(T_0-CN)}{\varepsilon_0C}.$$

The transition is therefore at $T_c=T_0-CN$. Below it, $P^2=(T_c-T)/(\varepsilon_0Cb)$ grows from zero, so the transition remains continuous. The drop is

$$\Delta T=\frac{C\Lambda}{d+\varepsilon_b\Lambda}.$$

To invert, multiply out: $\Delta T\,d+\varepsilon_b\Lambda\,\Delta T=C\Lambda$. Collecting $\Lambda$,

$$\Lambda=\frac{d\,\Delta T}{C-\varepsilon_b\Delta T}
=\frac{10\ \text{nm}\times150}{150\,000-1500}=0.0101\ \text{nm}.$$

Without the background correction, $\Lambda=d\,\Delta T/C=0.0100$ nm. The answer is thus about 0.01 nm, and $N=\Delta T/C=10^{-3}$: the field is a hundredth of your unscreened one.

A polarization varying along $z$ would not help the film. If the variation averages to zero, the short-circuit condition gives $D=0$, and the local field is $-P/(\varepsilon_0\varepsilon_b)$. This part meets the full coefficient $1/\varepsilon_b=0.1$ instead of $10^{-3}$. Variation in the plane of the film is a different matter.

**When stripe domains appear first**

Stripes of alternating polarization reduce the depolarizing field but cost gradient energy. Let the polarization vary as $\cos kx$ along an in-plane direction $x$, with gradient energy density $g(\partial_xP)^2/2$ and lateral relative permittivity $\varepsilon_x$. Take identical electrodes with values $\lambda,\varepsilon_e$, so $\Lambda=2\lambda/\varepsilon_e$. I leave out the gradient energy along $z$ at first.

At the onset of instability the linear equation is $(a+gk^2)P=E_z$. Define $N_k$ by $a+gk^2=-N_k/\varepsilon_0$. Then $P=-\varepsilon_0E_z/N_k$, and

$$D_z=-\varepsilon_0sE_z,\qquad s=\frac1{N_k}-\varepsilon_b .$$

Write $\phi=f(z)\cos kx$, with $z$ now measured from mid-film. Since $E_z=-\partial_z\phi$ and $D_x=-\varepsilon_0\varepsilon_x\partial_x\phi$, the condition $\nabla\cdot\mathbf D=0$ becomes

$$s f''+\varepsilon_xk^2f=0 .$$

The solution in which $P$ has one sign through the thickness is $f=\sin qz$, with $q^2=\varepsilon_xk^2/s$. In the metal, $f$ decays at the rate $\kappa=\sqrt{k^2+1/\lambda^2}$. Continuity of $\phi$ and $D_z$ at $z=d/2$ gives

$$sq\cos u=\varepsilon_e\kappa\sin u,\qquad u=\frac{qd}{2}.$$

Replacing $s$ by $\varepsilon_xk^2/q^2$ and $q$ by $2u/d$,

$$u\tan u=\frac{\varepsilon_xk^2d}{2\varepsilon_e\kappa},\qquad s=\frac{\varepsilon_xk^2d^2}{4u^2}.$$

The root with $0<u<\pi/2$ has the largest $s$ and hence the smallest $N_k$. From the definition of $N_k$, the drop for wavevector $k$ is

$$\Delta T_k=C\left(\frac{1}{s+\varepsilon_b}+\varepsilon_0gk^2\right).$$

On cooling, the film becomes unstable at the $k$ that makes this smallest.

For small $k$, use $\tan u\simeq u+u^3/3$ in the boundary condition. With $q=2u/d$ it gives $s\simeq(d\varepsilon_e\kappa/2)(1+u^2/3)$. Now $\varepsilon_e\kappa\simeq(2/\Lambda)(1+k^2\lambda^2/2)$ and, to leading order, $u^2\simeq\varepsilon_xk^2d\Lambda/4$. Therefore

$$s\simeq\frac d\Lambda+k^2\left(\frac{\varepsilon_xd^2}{12}+\frac{d\lambda^2}{2\Lambda}\right).$$

At $k=0$ this returns the uniform result. Expanding $1/(s+\varepsilon_b)$ shows that the drop increases away from $k=0$ if

$$\varepsilon_0g>N^2\left(\frac{\varepsilon_xd^2}{12}+\frac{d\lambda^2}{2\Lambda}\right).$$

When the second term is small and $N\simeq\Lambda/d$, this becomes

$$\Lambda<\sqrt{\frac{12\,\varepsilon_0g}{\varepsilon_x}} .$$

The thickness has cancelled: the field energy saved by a weak modulation and its gradient cost both scale as $k^2$, with a ratio independent of $d$ in this limit.

This limit is for equal electrodes. The 12 comes from the mean square of a potential that changes linearly across the film and is zero at its middle. If one electrode screens perfectly, the potential is zero at that face instead, its mean square is four times larger, and 12 becomes 3. The limit on $\Lambda$ is then halved. So the sum alone fixes the uniform result, but not the onset of stripes.

If the condition fails, stripes appear at a higher temperature than the uniform state would, so the drop is smaller than $CN$. If depolarization is the only cause of the measured drop, then $\Delta T<CN$, and the value inferred above is a lower bound on $\Lambda$.

**Numbers for a film of this kind**

The exercise gives no gradient coefficient or lateral permittivity. I take round values for illustration, not a consistent set for one material: $T_0=900$ K, $\varepsilon_x=150$, $g=3\times10^{-10}$ J m³/C² and $b=10^9$ J m⁵/C⁴. Then $\varepsilon_0g=2.66\times10^{-3}$ nm², and the approximate limit is

$$\sqrt{12\times2.66\times10^{-3}/150}\ \text{nm}=0.0146\ \text{nm}.$$

The inferred 0.0101 nm lies below it, though not by much. The small-$k$ condition excludes only weak, long-period modulation. I therefore also solved the equation for $u$ numerically, with $\lambda=0.05$ nm and $\varepsilon_e=9.9$, for $k$ from 0.005 to 3 nm⁻¹. The drop stayed above 150 K throughout, so the uniform state wins for these parameters and equal electrodes.

At fixed $\Lambda$, that verdict changes when $\varepsilon_x$ exceeds about 320. Real films can lie on either side, because strain sets both $T_0$ and $\varepsilon_x$. In Landau theory for lead titanate, the compressive strain that gives $T_0=900$ K leaves $\varepsilon_x$ near 860 at 750 K, which favours stripes. A larger compressive misfit of 1.2%, roughly that imposed by a strontium titanate substrate, gives about 300 at a transition 150 K below its own $T_0$, just on the uniform side for the $g$ assumed here. The margin is small: a misfit of 1.0% gives about 380, which favours stripes, and the critical $\varepsilon_x$ is proportional to $g$, so that $g=2\times10^{-10}$ J m³/C² lowers it to about 210 and puts the 1.2% film on the stripe side as well. For $\varepsilon_x=600$, minimizing $\Delta T_k$ numerically gives a drop of 137 K and a stripe period of 22 nm, or 140 K and 25 nm when the gradient energy along $z$ is included. To restore a drop of 150 K, keeping $\lambda=0.05$ nm and changing $\varepsilon_e$, one needs $\Lambda=0.0125$ nm, about a quarter more than the uniform formula gives. The gradient energy along $z$ roughly halves this correction. At the original $\Lambda$ and the same $k$ it raises the 137 K drop by only 4 K, but the $\Lambda$ needed for a drop of 150 K falls to about 0.0114 nm. All these stripe figures treat $\varepsilon_x$ as a local constant. A large $\varepsilon_x$ comes from a soft in-plane polarization, which has gradient energy of its own. Giving it the same isotropic $g$ moves the critical $\varepsilon_x$ from about 320 to about 350 and, for $\varepsilon_x=600$, gives a drop of 145 K, a period of 30 nm and a required $\Lambda$ of 0.0106 nm.

With uniform polarization the film orders at 750 K. At 650 K,

$$P=\sqrt{\frac{100\ \text K}{\varepsilon_0Cb}}=27\ \text{uC/cm}^2,$$

and the depolarizing field $NP/\varepsilon_0$ is 0.31 MV/cm. Over 10 nm this is 0.31 V, balanced by an equal total potential drop in the electrodes. At the transition itself $P$ tends to zero, so linear screening suffices for finding $T_c$.

**Is it a property of the metals?**

Not from this measurement alone. Suppose a nonpolar layer of thickness $t$ and relative permittivity $\varepsilon_d$ lies at an interface. The same $D$ crosses it, so its potential drop is $Dt/(\varepsilon_0\varepsilon_d)$, and it adds $t/\varepsilon_d$ to $\Lambda$. A total of 0.4 nm with $\varepsilon_d\simeq40$, divided equally between the two interfaces, would account for the whole result even with ideal metals. Placed at one interface only, the same layer would let stripes in for $\varepsilon_x=150$ and lower the drop to about 138 K, with the gradient energy along $z$ included. As long as the polarization is uniform, what the shift measures is the series capacitance of both interfaces, $\varepsilon_0/\Lambda=88$ uF/cm².

Nor is $\Lambda$ the depth of the screening charge, because it is a length divided by a permittivity. In this model the depth is $\lambda$, which for two equal electrodes is $\varepsilon_e\Lambda/2$, or 0.05 nm for $\varepsilon_e=10$. That is still less than the size of an atom, so the smooth exponential profile should not be taken literally. For comparison, take a free-electron metal. A small potential $\phi$ changes the electron density by $3ne\phi/(2E_F)$, and Poisson's equation gives

$$\lambda^2=\frac{2\varepsilon_0\varepsilon_eE_F}{3ne^2}.$$

With $n=10^{22}$ cm⁻³, the free-electron mass and $\varepsilon_e=10$, the Fermi energy is $E_F=1.69$ eV and $\lambda=0.25$ nm. Two such electrodes have $\Lambda=0.050$ nm, five times the inferred value. The uniform formula would then predict a drop of 714 K. That $\Lambda$ is well above the stripe limit, and minimizing over $k$ with $\varepsilon_x=150$ reduces the drop to about 350 K, or 370 K when the gradient energy along $z$ is included. With the film parameters assumed here, a drop of 150 K thus requires better screening than this simple metal provides. That conclusion leans heavily on $\varepsilon_x$: at the value of 860 mentioned above, stripes would lower the drop to about 190 K with the gradient energy along $z$ included, or about 230 K if the in-plane polarization is also given gradient energy with the same $g$. This is much closer to the given drop, though still above it.

**What "depolarization alone" excludes**

In a real capacitor, the inference can also be spoiled by a built-in bias, which has been assumed absent so far. Unequal electrodes may leave a potential offset $V$, which adds a field $E_0\simeq V/d$. The sharp transition is then rounded, and one may be tempted to use the permittivity peak as $T_c$. Its displacement follows from $AP+bP^3=E_0$, where $A=a+N/\varepsilon_0$. The inverse susceptibility is

$$A+3bP^2=\frac{E_0}{P}+2bP^2 .$$

Its minimum over $P$ is at $P^3=E_0/(4b)$. There $E_0/P=4bP^2$, so $A=3bP^2$, and the peak lies above $T_c$ by

$$\varepsilon_0CA=3\varepsilon_0C\,b^{1/3}\left(\frac{E_0}{4}\right)^{2/3}.$$

With the value of $b$ assumed above, an offset of 0.1 V gives $E_0=0.1$ MV/cm and a displacement of 73 K. If the 150 K had been read from such a peak, the depolarization shift would really be about 223 K. The uniform formula would then give $\Lambda\simeq0.015$ nm, half as much again. For $\varepsilon_x=150$ that is at the unbiased stripe limit for equal electrodes, and beyond it if $\Lambda$ is unevenly shared between the two.

Surfaces that suppress polarization act in the opposite sense. A surface energy $gP^2/(2\ell)$ per unit area on each face, with extrapolation length $\ell$, adds $2g/(\ell d)$ to $a$ if $P$ stays nearly uniform. The extra drop is $2\varepsilon_0gC/(\ell d)$, or 8 K for $\ell=10$ nm. If the measured 150 K included these 8 K, only 142 K would be due to depolarization, and counting all of it would overestimate $\Lambda$ by about 6% of its true value. A change of strain between the film and its reference would also have to be removed first.

So for the exercise as stated, with uniform polarization, the answer is $\Lambda\simeq0.01$ nm. For a real film, I would call it an effective interface length and ask about domains and bias before assigning it to the electrodes.

Numbers in the example were calculated in double precision.
